Measuring Surface Residence Time from the Phase of a Modulated Beam

A beam of BF3 molecules strikes a cold graphene surface. Suppose that most of the molecules stick, stay for a fraction of a millisecond, and leave again. Under a steady beam the desorbing flux equals the adsorbed part of the incoming flux, whatever the length of the stay, so a steady measurement of that flux says nothing about it. If the beam intensity is made to rise and fall, molecules that arrived near a maximum leave somewhat later, and the maximum of the desorbing flux is delayed. How is this delay related to the mean residence time?

Let the flux arriving at the surface be

I(t) = I0[1 + m cos(ωt)], 0 < m ≤ 1,

where ω is the angular frequency and m the modulation depth. A fraction s sticks. Let n be the adsorbed number per unit area and R the desorbing flux. First-order desorption means that each adsorbed molecule has the same probability dt/τ of leaving in any short interval dt, however long it has already stayed. Both s and τ are taken to be independent of coverage. The result, after the start-up transient has died away, is

R(t) = s I0[1 + m cosφ cos(ωt − φ)], φ = arctan(ωτ).

A positive φ is a lag, measured at the surface between arriving and desorbing flux. It gives τ = tanφ/ω.

**First derivation: the balance of adsorbed molecules**

Molecules are gained at the rate sI and lost at the rate R = n/τ:

dn/dt + n/τ = s I0[1 + m cos(ωt)].

Multiplication by exp(t/τ) turns the left side into a total derivative:

d[n exp(t/τ)]/dt = s I0 exp(t/τ)[1 + m cos(ωt)].

Let the surface be clean at t = 0 and integrate from 0 to t. The constant term contributes

∫ exp(t′/τ) dt′ = τ[exp(t/τ) − 1].

For the second term, write the cosine as the real part of exp(iωt′):

∫ exp(t′/τ) cos(ωt′) dt′ = τ Re{[exp(t/τ + iωt) − 1]/(1 + iωτ)}.

The complex number 1 + iωτ has magnitude √(1 + ω²τ²) and angle φ = arctan(ωτ). Since cosφ = 1/√(1 + tan²φ), its inverse is

1/(1 + iωτ) = cosφ exp(−iφ).

The real part is therefore

τ[exp(t/τ) cosφ cos(ωt − φ) − cos²φ].

Adding the two contributions, multiplying by exp(−t/τ) and using R = n/τ gives

R/(s I0) = 1 + m cosφ cos(ωt − φ) − (1 + m cos²φ) exp(−t/τ).

At t = 0 the right side vanishes, as it must for a clean surface. After several residence times the last term is negligible and the stated result remains.

The adsorbed layer acts as a store. Its content keeps growing while arrival exceeds departure, so it peaks after the beam does. For slow modulation, ωτ ≪ 1, φ ≈ ωτ and the time shift φ/ω is nearly τ. For fast modulation, ωτ ≫ 1, the store averages over many periods: the lag approaches 90° and the gain cosφ falls as 1/(ωτ). At any positive frequency the time shift is shorter than τ, because arctan x < x for x > 0. The residence time must therefore be found from tanφ/ω, not from φ/ω.

**Second derivation: the waiting times of single molecules**

Now follow one molecule. Let S(t) be the probability that it is still adsorbed a time t after arrival. A constant chance of leaving gives

S(t + dt) = S(t)(1 − dt/τ), hence dS/dt = −S/τ and S = exp(−t/τ).

The probability density of the residence time is

p(t) = −dS/dt = exp(−t/τ)/τ.

Its mean is ∫ t p dt = ∫ S dt = τ, where the first equality follows by integrating by parts. Thus τ is indeed the mean residence time.

Molecules leaving at time t arrived at earlier times t − t′, with the stays t′ distributed according to p. Once the beam has run for much longer than τ,

R(t) = s ∫ I(t − t′) p(t′) dt′,

with t′ running from 0 to infinity. Inserting the beam, and using ∫ p dt′ = 1, gives

R(t) = s I0{1 + m Re[H exp(iωt)]},

H(ω) = ∫ p(t′) exp(−iωt′) dt′.

For the exponential density,

H = (1/τ) ∫ exp[−(1/τ + iω)t′] dt′ = 1/(1 + iωτ) = cosφ exp(−iφ).

This reproduces the lag and the gain. A molecule that stays for t′ contributes a unit arrow turned back by the angle ωt′, and H is the average arrow. The direction of this average arrow gives the lag; it is not the average of the angles, which is ωτ. The spread of directions shortens the average and so reduces the modulation.

**What each derivation assumes**

The first derivation needs a closed equation for n: the loss must be determined by the present density, not by when the molecules arrived. It does not need the molecules to be independent. If they interact, the desorbing flux no longer responds linearly to the beam, but the equation can still be linearized for weak modulation.

The second derivation needs independent molecules with a fixed distribution of stays. That distribution need not be exponential. If its first two moments are finite, expanding the exponential at low frequency gives

H ≈ 1 − iω⟨t⟩,

so tanφ/ω tends to the mean residence time ⟨t⟩. At higher frequency this identification generally fails.

The two sets of assumptions overlap in linear first-order desorption, where the result holds for modulation of any depth. Each derivation also shows a different way for the phase to mislead.

*Interacting molecules.* Suppose first that occupied sites block adsorption. With N sites per unit area and θ = n/N,

dn/dt = sI(1 − θ) − n/τ.

In the steady state, sI0(1 − θ0) = Nθ0/τ. For a small change δI in the flux,

dδn/dt = s(1 − θ0)δI − (1/τ + sI0/N)δn.

The steady-state condition gives sI0/N = θ0/[τ(1 − θ0)]. The bracket is therefore 1/[τ(1 − θ0)], and

tanφ = ωτ(1 − θ0).

This is the phase of the desorbing molecules alone. The layer relaxes faster than a single molecule leaves, because extra coverage also reduces adsorption.

Suppose instead that desorption is second order, as when two adsorbed fragments must meet before leaving. Let n, I and R all count fragments, two for each molecule. With R = kn² and negligible blocking, the steady density obeys sI0 = kn0². Over a long time the accumulated stay per unit area is n0 times that time, while the number of arrivals is sI0 times it. The mean stay is their ratio, n0/(sI0) = 1/(kn0). For weak modulation,

dδn/dt = s δI − 2kn0 δn, δR = 2kn0 δn.

The lag is again an arctangent, now with

tanφ/ω = 1/(2kn0),

which is half the mean stay. With constant sticking, the phase gives the inverse slope dn/dR, whereas the mean stay is n/R; these agree when R is proportional to n. Integrating the nonlinear equation confirms the factor 0.5000 at two fluxes differing by a factor of four. An arctangent frequency dependence is therefore no proof of first-order desorption. Changing the mean flux exposes the difference: in this second-order model, four times the flux halves tanφ/ω.

*Unequal sites.* Let 5 % of the arriving molecules land on separate patches where the binding is stronger and the stay is τ2. The responses add:

H = 0.95/(1 + iωτ) + 0.05/(1 + iωτ2).

At low frequency the phase gives the mean, 0.95τ + 0.05τ2. If ωτ2 ≫ 1 while ωτ is of order one, however, the patches contribute hardly any modulation, and the phase mainly reports the weakly binding area.

**The example in numbers**

Take a surface temperature of 130 K, a binding energy E = 0.25 eV and an attempt frequency ν = 10¹³ s⁻¹. The last two are rough values for weak physisorption. With kT = 11.203 meV,

τ = exp(E/kT)/ν = exp(22.316)/(10¹³ s⁻¹) = 0.492 ms.

At a modulation frequency of 200 Hz,

ωτ = 2π × 200 s⁻¹ × 0.4919 ms = 0.618,

so the lag is 31.7°, the gain is 0.851 and the time shift is 0.441 ms, about 10 % less than τ. At 50 Hz the lag is 8.8° and the time shift 0.488 ms. At 800 Hz the lag is 68.0°, but only 0.375 of the modulation survives.

A chopper that opens and closes for equal times produces nearly a square wave if the beam is narrow compared with the slots. A square wave contains odd harmonics. Because the balance equation is linear, each harmonic k responds separately, with lag arctan(kωτ) relative to the same harmonic of the beam. At 200 Hz the first and third harmonics lag by 31.7° and 61.7°, each angle being measured in its own cycle.

The best frequency balances a small lag against a weak signal. Relative to the low-frequency signal amplitude, the in-phase and delayed components are

a = 1/(1 + x²), b = x/(1 + x²), x = ωτ.

Since τ = b/(aω), small independent errors σ in a and b give

(δτ/τ)² = σ²(1/a² + 1/b²) = σ²(1 + x²)³/x².

Setting the derivative of the logarithm of (1 + x²)^(3/2)/x to zero gives 3x/(1 + x²) = 1/x, hence x = 1/√2. With the flight to the detector left aside, the best frequency for this estimate from the phase alone is 229 Hz, where the relative error in τ is 2.60σ. If the low-frequency amplitude is also known, a fit to both a and b does better: its error σ(1 + x²)/x is smallest at x = 1, where it is 2σ. At 200 Hz, 1 % noise gives a 2.6 % error, so the setting is close to the optimum.

**From the detector back to the surface**

A detector 5 cm from the surface sees the molecules after a flight. Assume that they leave with a Maxwellian distribution at the surface temperature. Near the surface normal, the flux at speed v is weighted by v³ exp(−v²/u²), with u² = 2kT/M and M the molecular mass. A density detector registers a molecule for a time proportional to 1/v, which leaves the weight v² exp(−v²/u²). Over a distance L the flight response is

G(ω) = ∫ v² exp(−v²/u²) exp(−iωL/v) dv / ∫ v² exp(−v²/u²) dv.

If flight time and residence time are independent, the average of the product of their phase factors is the product of the averages, HG. The lags therefore add. For BF3, M = 67.80 u and u = 179 m/s. The flight lag at 200 Hz is 22.0°, and the total is 53.7°. Summing over randomly drawn stays and speeds gives 53.69°, against 53.74° from the formula. Ignoring the flight would give

tan(53.74°)/(2π × 200 s⁻¹) = 1.085 ms,

more than twice the true τ. The flight lag must be subtracted before the tangent is taken.

Promptly reflected molecules cause an error of the opposite sign. If a fraction 1 − s is reflected and detected with the same weight as the desorbing molecules, then, with flight left aside,

H = (1 − s) + s/(1 + ix) = [1 + i(1 − s)x]/(1 + ix).

The lag is arctan x − arctan[(1 − s)x]. The formula for the tangent of a difference gives

tanφ = sx/[1 + (1 − s)x²].

For an assumed s = 0.90, the apparent residence time is 0.442 ms at 50 Hz, 0.426 ms at 200 Hz and 0.275 ms at 800 Hz. The error at 200 Hz is −13 % relative to τ. The fall of tanφ/ω with frequency is a warning that the signal is not a single exponential response, although it does not by itself identify reflection as the cause.

**How far the example can be trusted**

The binding energy and attempt frequency lie in a plausible range for a weakly held molecule, but they are not measured values for BF3 on graphene. In this model, changing the binding energy by 0.03 eV changes τ by a factor of about 15. The attempt frequency of a real molecule may also differ from 10¹³ s⁻¹ by orders of magnitude, and τ varies inversely with it. The modulation frequency should therefore be chosen after a first estimate of τ. Temperature matters too: at 131 K, with the other parameters fixed, τ is 0.415 ms, or 15.7 % less.

Site blocking is negligible here. A flux of 10¹³ cm⁻² s⁻¹ with full sticking maintains

n0 = 10¹³ cm⁻² s⁻¹ × 0.4919 ms = 4.92 × 10⁹ cm⁻².

At roughly 0.20 nm² per molecule, the coverage is about 10⁻⁵, and so is the relative blocking error in τ. Attraction between the molecules is neglected; if it is many times kT, mobile molecules could form pairs even at this low coverage.

Defects can matter much more. For binding stronger by Δ = 0.05 eV and the same attempt frequency, the stay is 42.7 ms. If 5 % of the surface consists of such patches, the mean stay is

0.95 × 0.4919 ms + 0.05 × 42.68 ms = 2.60 ms.

Without noise, the phase at 0.05 Hz gives this mean, but the lag is then only about 0.05°, too small to measure with 1 % noise. At 200 Hz the phase gives 0.493 ms, close to the value for the ordinary surface.

That picture requires patches wide compared with the distance a molecule diffuses. For hops of length a in independent random directions, the mean square displacement is a² times the number of hops, which averages Γτ for a total hop rate Γ. If the attempt frequency of 10¹³ s⁻¹ is used for sideways motion too, a rough diffusion barrier of 0.03 eV gives Γ = 6.87 × 10¹¹ s⁻¹. With a equal to the graphene lattice constant, 0.246 nm, the rms distance is

a√(Γτ) = 4.5 μm.

This is only a rough guide for the ordinary surface, because the barrier is assumed. If the true barrier is comparable with kT or smaller, the motion is no longer a series of separate hops and the estimate fails. The assumed values are already at the edge of that regime, since aΓ = 169 m/s is close to the thermal speed u. A molecule as heavy as BF3 vibrates more slowly along so weakly corrugated a surface, at about 6 × 10¹¹ s⁻¹ for a sinusoidal corrugation of 0.03 eV, which lowers the hop rate, while a barrier of only 2.7 kT allows jumps over several sites, which lengthen the path. On a patch, where the stay is 87 times longer, the rms distance is about nine times larger for the same hop rate. A molecule reaching the edge must still climb the step Δ to leave, however, so the exchange is limited mainly by the distance on the ordinary surface, and it is this distance that the patch width must greatly exceed.

Point defects occupying a fraction c = 10⁻³ of the sites are only about 8 nm apart, so a molecule can exchange many times between ordinary sites and defects before it desorbs. Let K = exp(Δ/kT). In rapid exchange the populations satisfy nd/no = cK/(1 − c), where d denotes defects and o ordinary sites. A molecule on a defect desorbs K times more slowly, so

R = (no + nd/K)/τ = no/[(1 − c)τ],

n = no + nd = no(1 − c + cK)/(1 − c).

Their ratio is a single relaxation time,

n/R = τ[1 + c(K − 1)].

For the chosen c and Δ this is 8.6 % longer than τ. A clean arctangent would then correctly give the mean residence time on the defective surface, but not the time on perfect graphene.

At 200 Hz, uncorrected flight raises the apparent residence time by a factor of about 2.2, a larger change than prompt reflection causes for the assumed s = 0.90. If strongly binding patches are present, the phase misses the mean stay over the whole surface by a still larger factor, about 5. Delays in the detector electronics and flight from the chopper to the surface are not included; their phases need separate calibration. Modulated background gas is also left out. It adds to the signal, so both its amplitude and its phase must be known before it can be subtracted. The numerical output lists the values used in the example.

Computed values

```
surface temperature: 130 K
binding energy (rough): 0.25 eV
attempt frequency (rough): 1.0e+13 1/s
thermal energy kT: 11.203 meV
binding energy / kT: 22.316
residence time tau: 0.4919 ms
f (Hz), omega*tau, lag (deg), gain, time shift (ms):
  50, 0.1545, 8.78, 0.9883, 0.4880
  100, 0.3091, 17.17, 0.9554, 0.4771
  200, 0.6181, 31.72, 0.8506, 0.4406
  400, 1.2363, 51.03, 0.6289, 0.3544
  800, 2.4726, 67.98, 0.3749, 0.2360
square chopper at 200 Hz, lag of harmonic 1: 31.72 deg
same, lag of harmonic 3: 61.66 deg
best omega*tau for fixed signal noise: 0.7071
best frequency: 228.8 Hz
smallest error factor: 2.5981
tau error at 200 Hz for 1 % noise: 2.63 %
BF3 mass: 67.80 u
detector distance: 5.0 cm
speed scale sqrt(2kT/M): 178.6 m/s
flight lag at 200 Hz: 22.02 deg
residence plus flight lag: 53.74 deg
same lag from random events: 53.69 deg
apparent tau if flight is ignored: 1.085 ms
sticking probability for reflection test: 0.90
apparent tau with reflection, 50 Hz: 0.4417 ms
apparent tau with reflection, 200 Hz: 0.4264 ms
apparent tau with reflection, 800 Hz: 0.2747 ms
tau at 131 K: 0.4149 ms
tau change for +1 K: -15.7 %
beam flux: 1.0e+13 1/(cm2 s)
adsorbed density for full sticking: 4.92e+09 1/cm2
area per molecule (rough): 0.20 nm2
coverage = relative blocking error of tau: 9.84e-06
second order, (tan(lag)/omega)/mean stay: 0.5000
same at four times the flux: 0.5000
patch area fraction: 0.05
extra binding on patches and defects: 0.05 eV
residence time on patches: 42.68 ms
mean residence time with patches: 2.601 ms
apparent tau with patches, 0.05 Hz: 2.601 ms
apparent tau with patches, 200 Hz: 0.4930 ms
point-defect site fraction: 1.0e-03
tau change from point defects: 8.58 %
diffusion barrier (rough): 0.03 eV
graphene lattice constant: 0.246 nm
hop rate: 6.87e+11 1/s
rms diffusion length: 4.52 um
```
